# The periodic-cell error of an anion's energy and its acid strength: verification in Python

```python
# Result under test: for a charge distribution (charge q, dipole p, Q = integral of
# rho r^2) in a cubic periodic vacuum cell of side L with neutralizing background,
#   E_periodic - E_isolated = -alpha q^2/(2L) + 2 pi (q Q - p^2)/(3 L^3) + ...
# alpha is the simple-cubic Madelung constant. For q = -1 and L = 1.5 nm the first
# term is about -1.36 eV, or 23 pKa units at 298 K.
# Atomic units are used inside the program; printed units are stated.
import numpy as np
from scipy import constants as const
from scipy.special import erf, erfc, eval_genlaguerre
from pyscf import gto, scf

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
KB_EV = const.k / const.e


def image_kernel(r, kappa):
    """Periodic potential of a unit charge minus 1/r, for a cell of side 1."""
    r = np.asarray(r, float)
    k = np.arange(-6, 7)
    n = np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T
    n = n[np.any(n != 0, axis=1)]
    g = 2 * np.pi * n
    g2 = np.sum(g**2, axis=1)
    long_range = np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * kappa**2)) * np.cos(g @ r))
    d = np.linalg.norm(r - n, axis=1)
    short_range = np.sum(erfc(kappa * d) / d)
    dist = np.linalg.norm(r)
    own = 2 * kappa / np.sqrt(np.pi) if dist < 1e-12 else erf(kappa * dist) / dist
    return long_range + short_range - np.pi / kappa**2 - own


# Madelung constant: Ewald sums with two splittings, then a direct sum over cubes
alpha = -image_kernel([0, 0, 0], 2.0)
assert abs(alpha + image_kernel([0, 0, 0], 2.7)) < 1e-9
half = 40
k = np.arange(-half, half + 1)
dist2 = (k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2).ravel()
point_sum = np.sum(1 / np.sqrt(dist2[dist2 > 0]))
x, w = np.polynomial.legendre.leggauss(40)
x, w = x / 2, w / 2
# integral of 1/r over a unit cube, turned into a face integral by Gauss's theorem
cube_integral = 1.5 * np.sum(np.outer(w, w) / np.sqrt(0.25 + x[:, None]**2 + x**2))
direct_potential = point_sum - cube_integral * (2 * half + 1)**2
mean_potential = np.pi / 6
alpha_direct = -(direct_potential - mean_potential)
assert abs(alpha_direct - alpha) < 1e-4

# Quadratic growth of the kernel in three directions
for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1]):
    r = 0.04 * np.array(direction) / np.linalg.norm(direction)
    growth = image_kernel(r, 2.0) + alpha
    assert abs(growth / (2 * np.pi / 3 * 0.04**2) - 1) < 0.02

# Multipole formula against the full kernel: a lopsided anion and a neutral dipole
charge_sets = [
    (np.array([1.0, -1.2, -0.8]),
     0.4 * np.array([[0.05, 0, 0], [-0.04, 0.03, 0], [0, -0.05, 0.04]])),
    (np.array([0.5, -0.5]), np.array([[0.01, 0.02, 0.0], [-0.01, 0.0, 0.03]])),
]
for charges, places in charge_sets:
    full = 0.5 * sum(qa * qb * image_kernel(ra - rb, 2.0)
                     for qa, ra in zip(charges, places)
                     for qb, rb in zip(charges, places))
    q_tot = charges.sum()
    shape_full = full + alpha * q_tot**2 / 2
    for origin in (np.zeros(3), np.array([0.1, -0.2, 0.05])):
        shifted = places - origin
        dip = charges @ shifted
        second = charges @ np.sum(shifted**2, axis=1)
        shape_formula = 2 * np.pi / 3 * (q_tot * second - dip @ dip)
        assert abs(shape_full / shape_formula - 1) < 0.03


# Iodide and hydrogen iodide at the Hartree-Fock level
def iodine_basis(extra):
    return gto.basis.load("def2-tzvp", "I") + extra


diffuse = [[0, [0.045, 1.0]], [1, [0.035, 1.0]]]
more_diffuse = diffuse + [[0, [0.018, 1.0]], [1, [0.014, 1.0]]]


def run_iodide(extra, r2_strength=0.0):
    mol = gto.M(atom="I 0 0 0", charge=-1, basis={"I": iodine_basis(extra)},
                ecp={"I": "def2-tzvp"}, verbose=0)
    mf = scf.RHF(mol)
    r2_matrix = mol.intor("int1e_r2")
    core_h = mf.get_hcore() + r2_strength * r2_matrix
    mf.get_hcore = lambda *args: core_h
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    return mol, dm, energy, np.sum(dm * r2_matrix)


mol, dm, e_free, r2_iodide = run_iodide(diffuse)
r2_larger_basis = run_iodide(more_diffuse)[3]
assert abs(r2_larger_basis / r2_iodide - 1) < 0.01
ion_core_charge = float(mol.atom_charge(0))
n_electrons = mol.nelectron
q = ion_core_charge - n_electrons
assert q == -1


def radial_density(r_min, r_max, points=600):
    """Radii and electron number carried by each quadrature node."""
    t, wt = np.polynomial.legendre.leggauss(points)
    t, wt = (t + 1) / 2, wt / 2
    r = r_min + (r_max - r_min) * t**2
    wr = 2 * (r_max - r_min) * t * wt
    coords = np.column_stack([np.zeros_like(r), np.zeros_like(r), r])
    ao = mol.eval_gto("GTOval_sph", coords)
    rho = np.einsum("pi,ij,pj->p", ao, dm, ao)
    return r, 4 * np.pi * r**2 * rho * wr


radii, shell = radial_density(0.0, 24.0)
assert abs(shell.sum() - n_electrons) < 1e-5
assert abs(shell @ radii**2 / r2_iodide - 1) < 1e-5


def total_form_factor(g):
    return ion_core_charge - np.sinc(np.outer(g, radii) / np.pi) @ shell


def lattice_error(side):
    """Periodic minus isolated energy of the iodide density, by reciprocal sums.
    A Gaussian damping makes both sums finite; its constant shift is removed."""
    damping, g_max = 1.0, 12.0
    n_max = int(g_max * side / (2 * np.pi))
    line = np.zeros(n_max**2 + 1)
    line[0] = 1
    line[np.arange(1, n_max + 1)**2] = 2
    plane = np.convolve(line, line)[:n_max**2 + 1]
    counts = np.rint(np.convolve(plane, line)[:n_max**2 + 1])
    n2 = np.nonzero(counts)[0][1:]
    g = 2 * np.pi * np.sqrt(n2) / side
    f = total_form_factor(g)**2 * np.exp(-g**2 / (4 * damping**2))
    periodic = 2 * np.pi / side**3 * np.sum(counts[n2] * f / g**2)
    step = 0.02
    g_line = np.arange(0, g_max + step / 2, step)
    h = total_form_factor(g_line)**2 * np.exp(-g_line**2 / (4 * damping**2))
    isolated = step * (h.sum() - (h[0] + h[-1]) / 2) / np.pi
    return periodic - isolated - np.pi * q**2 / (2 * damping**2 * side**3)


def leading_term(side):
    return -alpha * q**2 / (2 * side)


def shape_term(side):
    return 2 * np.pi / (3 * side**3) * q * (-r2_iodide)


sizes_nm = [1.5, 2.0, 3.0]
table = []
for size in sizes_nm:
    side = size / BOHR_NM
    by_sum = lattice_error(side)
    by_formula = leading_term(side) + shape_term(side)
    assert abs(by_sum - by_formula) < 1e-5
    table.append((size, leading_term(side), shape_term(side), by_formula, by_sum))

L_nm = sizes_nm[0]
L = L_nm / BOHR_NM
lead_ev = leading_term(L) * HARTREE_EV
shape_ev = shape_term(L) * HARTREE_EV
T = 298.0
pka_ev = KB_EV * T * np.log(10)
lead_pka = lead_ev / pka_ev
assert abs(lead_ev + 1.36) < 0.005
assert abs(lead_pka + 23) < 0.5

# Relaxation of the density in the quadratic part of the cell potential
strength = 2 * np.pi / (3 * L**3)
e_cell = run_iodide(diffuse, strength)[2]
relax_ev = (e_cell - e_free - strength * r2_iodide) * HARTREE_EV
assert relax_ev < 0 and abs(relax_ev) < 0.05 * shape_ev

# Electron tail beyond half the cell side
tail = radial_density(L / 2, 24.0)[1].sum()
assert tail < 1e-2

# Upper estimate for the 28 replaced core electrons: hydrogen-like shells n = 1 to 3
# in the charge of the ion core, which is less than the charge they really feel
core_r2, core_count = 0.0, 0
s = np.linspace(0, 80, 20001)
for n in (1, 2, 3):
    for l in range(n):
        radial = s**l * np.exp(-s / 2) * eval_genlaguerre(n - l - 1, 2 * l + 1, s)
        mean_s2 = np.sum(radial**2 * s**4) / np.sum(radial**2 * s**2)
        core_r2 += (4 * l + 2) * mean_s2 * (n / (2 * ion_core_charge))**2
        core_count += 4 * l + 2
assert core_count == 53 - ion_core_charge
core_ev = strength * core_r2 * HARTREE_EV

# Neutral acid in the same cell
bond_nm = 0.161
acid = gto.M(atom=[["I", (0, 0, 0)], ["H", (0, 0, bond_nm / BOHR_NM)]], unit="Bohr",
             basis={"I": iodine_basis(diffuse), "H": "def2-tzvp"},
             ecp={"I": "def2-tzvp"}, verbose=0)
acid_mf = scf.RHF(acid)
acid_mf.kernel()
assert acid_mf.converged
dipole = np.linalg.norm(acid_mf.dip_moment(unit="AU", verbose=0))
acid_ev = -strength * dipole**2 * HARTREE_EV
net_ev = lead_ev + shape_ev + relax_ev - acid_ev

bake_T = 373.0
print("Energy errors are periodic minus isolated; negative = too stable")
print(f"Madelung constant alpha, Ewald sum: {alpha:.6f}")
print(f"Madelung constant alpha, direct cube sum: {alpha_direct:.6f}")
print(f"Direct-sum potential at the ion, unit cell side: {direct_potential:.5f}")
print(f"Mean inner potential of the cubes, pi/6: {mean_potential:.5f}")
print(f"e^2/(4 pi eps0): {HARTREE_EV * BOHR_NM:.5f} eV nm")
print(f"Cell side L: {L_nm:.2f} nm")
print(f"Leading error of a monovalent anion: {lead_ev:.4f} eV")
print(f"k_B T ln 10 at {T:.0f} K: {pka_ev:.5f} eV per pKa unit")
print(f"Leading error in pKa at {T:.0f} K: {lead_pka:.2f} pKa units")
print(f"Leading error in pKa at {bake_T:.0f} K: "
      f"{lead_ev / (KB_EV * bake_T * np.log(10)):.2f} pKa units")
print(f"Cell side for a leading error of 1 pKa unit at {T:.0f} K: "
      f"{L_nm * abs(lead_pka):.1f} nm")
print("Iodide, Hartree-Fock, def2 core potential, TZVP plus diffuse s and p")
print(f"Explicit electrons: {n_electrons}; ion core charge: {ion_core_charge:.0f} e")
print(f"Sum of <r^2> over explicit electrons: {r2_iodide * BOHR_NM**2:.4f} nm^2")
print(f"Same with more diffuse functions: {r2_larger_basis * BOHR_NM**2:.4f} nm^2")
for size, lead, shape, formula, by_sum in table:
    print(f"L = {size:.1f} nm: leading {lead * HARTREE_EV:.4f}, "
          f"second {shape * HARTREE_EV:.4f} eV")
    print(f"   two-term formula {formula * HARTREE_EV:.4f}, "
          f"lattice sum {by_sum * HARTREE_EV:.4f} eV")
print(f"Second term at {L_nm:.1f} nm: {shape_ev / pka_ev:.2f} pKa units")
print(f"Density relaxation in the cell: {relax_ev * 1000:.3f} meV")
print(f"Electrons beyond L/2 from the nucleus: {tail:.1e}")
print(f"Upper estimate, replaced core electrons: {core_ev * 1000:.1f} meV")
print(f"HI bond length (rough input): {bond_nm:.3f} nm")
print(f"HI dipole: {dipole * BOHR_NM:.4f} e nm")
print(f"Error of neutral HI in the cell: {acid_ev * 1000:.3f} meV")
print(f"Net error of HI deprotonation energy: {net_ev:.4f} eV")
print(f"Net error in pKa at {T:.0f} K: {net_ev / pka_ev:.2f} pKa units")
print("checks complete")
```

Output:

```
Energy errors are periodic minus isolated; negative = too stable
Madelung constant alpha, Ewald sum: 2.837297
Madelung constant alpha, direct cube sum: 2.837301
Direct-sum potential at the ion, unit cell side: -2.31370
Mean inner potential of the cubes, pi/6: 0.52360
e^2/(4 pi eps0): 1.43996 eV nm
Cell side L: 1.50 nm
Leading error of a monovalent anion: -1.3619 eV
k_B T ln 10 at 298 K: 0.05913 eV per pKa unit
Leading error in pKa at 298 K: -23.03 pKa units
Leading error in pKa at 373 K: -18.40 pKa units
Cell side for a leading error of 1 pKa unit at 298 K: 34.5 nm
Iodide, Hartree-Fock, def2 core potential, TZVP plus diffuse s and p
Explicit electrons: 26; ion core charge: 25 e
Sum of <r^2> over explicit electrons: 0.2129 nm^2
Same with more diffuse functions: 0.2132 nm^2
L = 1.5 nm: leading -1.3619, second 0.1902 eV
   two-term formula -1.1717, lattice sum -1.1717 eV
L = 2.0 nm: leading -1.0214, second 0.0802 eV
   two-term formula -0.9412, lattice sum -0.9412 eV
L = 3.0 nm: leading -0.6809, second 0.0238 eV
   two-term formula -0.6572, lattice sum -0.6572 eV
Second term at 1.5 nm: 3.22 pKa units
Density relaxation in the cell: -0.238 meV
Electrons beyond L/2 from the nucleus: 1.4e-06
Upper estimate, replaced core electrons: 12.1 meV
HI bond length (rough input): 0.161 nm
HI dipole: 0.0119 e nm
Error of neutral HI in the cell: -0.126 meV
Net error of HI deprotonation energy: -1.1718 eV
Net error in pKa at 298 K: -19.82 pKa units
checks complete
```
